# Density and binding of the electron-hole liquid in germanium

## Problem

Electrons and holes of equal density $n$ fill a germanium crystal at zero temperature. The electrons occupy four equivalent ellipsoidal valleys. The holes occupy a heavy and a light band that touch at $\mathbf k=0$. Energies are counted from the band gap, per pair. Take as given the masses, in units of the free-electron mass $m_0$,

$$m_l=1.58,\quad m_t=0.082,\quad m_h=0.347,\quad m_{lh}=0.042,$$

and the static dielectric constant $\kappa=15.36$.

1. Find the kinetic energy per pair.
2. Find the exchange energy, and decide whether kinetic plus exchange energy can bind a liquid below the exciton.
3. Add correlation through the Vashishta-Kalia functional and find the equilibrium density and energy.
4. Estimate the error of the functional from an independent correlation energy.
5. Find the exciton energy in the same band model, and hence the binding of the liquid. What becomes of it with one valley?
6. What does the equilibrium density imply for recombination?

Bands are parabolic, hole warping is neglected, and the Coulomb interaction is $e^2/\kappa r$ in Gaussian units. Lattice vibrations and intervalley exchange are left out.

## Solution

### Units

Define an average reduced mass, a length and an energy by

$$\frac1\mu=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)+\frac12\left(\frac1{m_h}+\frac1{m_{lh}}\right),\quad a=\frac{\kappa\hbar^2}{\mu e^2},\quad R=\frac{\mu e^4}{2\kappa^2\hbar^2}.$$

These give $\mu=0.0461\,m_0$, $a=17.63$ nm and $R=2.659$ meV. Two identities will be used: $R=\hbar^2/2\mu a^2$ and $e^2/\kappa a=2R$. The density is expressed through $r_s$, where $n=3/(4\pi r_s^3a^3)$.

### 1. Kinetic energy

In one valley $E=\hbar^2(k_x^2+k_y^2)/2m_t+\hbar^2k_z^2/2m_l$. Put $k_i=\sqrt{m_i/m_{de}}\,k_i'$ with $m_{de}=(m_lm_t^2)^{1/3}$. Then $E=\hbar^2k'^2/2m_{de}$, and the Jacobian is $\sqrt{m_lm_t^2/m_{de}^3}=1$. The ellipsoid has become a sphere of the same volume. A valley holds $n/4$ electrons with two spins, so $k_{Fe}=(3\pi^2n/4)^{1/3}$. The mean energy in a filled sphere is $\tfrac35$ of the Fermi energy, because $\int_0^{k_F}k^4dk\big/\int_0^{k_F}k^2dk=\tfrac35k_F^2$.

The hole bands share one Fermi energy $E_{Fh}$; otherwise moving a hole from the higher level to the lower would save energy. Hence

$$n=\frac{(2E_{Fh})^{3/2}}{3\pi^2\hbar^3}\left(m_h^{3/2}+m_{lh}^{3/2}\right)=\frac{(2m_{dh}E_{Fh})^{3/2}}{3\pi^2\hbar^3},\quad m_{dh}=\left(m_h^{3/2}+m_{lh}^{3/2}\right)^{2/3}.$$

Each band has mean energy $\tfrac35E_{Fh}$. The sum for electrons and holes is

$$t=\frac{3\hbar^2}{10}(3\pi^2n)^{2/3}\left[\frac{4^{-2/3}}{m_{de}}+\frac1{m_{dh}}\right].$$

Since $3\pi^2n=(9\pi/4)/(r_sa)^3$, this is $t=AR/r_s^2$ with

$$A=\frac35\left(\frac{9\pi}4\right)^{2/3}\mu\left[\frac{4^{-2/3}}{m_{de}}+\frac1{m_{dh}}\right].$$

With $m_{de}=0.2198\,m_0$ and $m_{dh}=0.3567\,m_0$, $A=2.210\times0.0461\times(1.806+2.803)=0.470$. Only 4% of the holes are light.

### 2. Exchange energy

**Electrons.** Exchange acts between equal spins in the same valley. First take a spherical valley. The momenta $\mathbf k$ for which both $\mathbf k$ and $\mathbf k+\mathbf q$ are occupied fill the overlap of two displaced spheres,

$$\Omega(q)=\frac{4\pi k_F^3}3\left(1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}\right),\qquad q<2k_F.$$

The factor $\tfrac12$ for double counting cancels the two spins, so

$$\frac{E_x}V=-\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2}{\kappa q^2}\frac{\Omega(q)}{(2\pi)^3}=-\frac{e^2k_F^4}{4\pi^3\kappa}.$$

Here the radial integral of the bracket is $k_F(2-\tfrac32+\tfrac14)=\tfrac34k_F$. Division by $k_F^3/3\pi^2$ gives $-3e^2k_F/4\pi\kappa$ per electron.

For the ellipsoid the occupied region is spherical in $\mathbf k'$, but the interaction contains $q^2=q'^2[\alpha_t(1-x^2)+\alpha_lx^2]$, with $\alpha_i=m_i/m_{de}$ and $x=\cos\theta'$. The angular average supplies the factor

$$\phi=\int_0^1\frac{dx}{\alpha_t+(\alpha_l-\alpha_t)x^2}=\frac{\arctan\sqrt{(\alpha_l-\alpha_t)/\alpha_t}}{\sqrt{\alpha_t(\alpha_l-\alpha_t)}}=0.841.$$

In reduced units the electron exchange is $-(3/2\pi)(9\pi/16)^{1/3}\phi\,R/r_s=-0.486\,R/r_s$.

**Holes.** A hole state carries a spin-$\tfrac32$ spinor tied to its direction of motion: heavy holes have $\mathbf J\cdot\hat{\mathbf k}=\pm\tfrac32$, light holes $\pm\tfrac12$. The heavy projector is therefore $P_h(\hat{\mathbf k})=\tfrac12[(\mathbf J\cdot\hat{\mathbf k})^2-\tfrac14]$, and $P_{lh}=1-P_h$. Exchange between two states is weighted by their squared spinor overlap. Put $\hat{\mathbf k}$ along $z$ and $\hat{\mathbf k}'$ at angle $\theta$. In the states $J_z=\pm\tfrac32$, $\langle J_z^2\rangle=\tfrac94$, $\langle J_x^2\rangle=\tfrac34$, and the cross terms vanish, so

$$\langle P_h(\hat{\mathbf k}')\rangle=\tfrac12\left[\tfrac94\cos^2\theta+\tfrac34\sin^2\theta-\tfrac14\right]=\tfrac14(1+3\cos^2\theta).$$

Summing over the doublet gives $F_{hh}=\tfrac12(1+3\cos^2\theta)$. Since $P_h+P_{lh}=1$ and each projector has trace 2, $F_{h,lh}=2-F_{hh}=\tfrac32\sin^2\theta$ and $F_{lh,lh}=F_{hh}$.

The exchange energy is

$$\frac{E_x}V=-\frac12\sum_{ss'}\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\frac{4\pi e^2F_{ss'}}{\kappa|\mathbf k-\mathbf k'|^2}
=-\frac{e^2}{8\pi^3\kappa}\sum_{ss'}\int\!\!\int kk'\,I_{ss'}\,dk\,dk',$$

where $I_{ss'}=\int_{-1}^1F_{ss'}dx/(\Lambda-x)$ and $\Lambda=(k^2+k'^2)/2kk'$. With $L=\ln[(\Lambda+1)/(\Lambda-1)]$ and $X=\Lambda^2L-2\Lambda$, which are the integrals of $1/(\Lambda-x)$ and $x^2/(\Lambda-x)$, equal bands have $I=\tfrac12(L+3X)$ and different bands $I=\tfrac32(L-X)$. Gauss-Legendre quadrature over the two occupied spheres gives $-0.665\,R/r_s$. If the bands were independent, with ordinary spins, the result would be $-0.880\,R/r_s$; the spinor overlaps remove about a quarter of the hole exchange.

**Minimum without correlation.** With $C=0.486+0.665=1.150$ (from unrounded terms),

$$e=R\left(\frac A{r_s^2}-\frac C{r_s}\right),\qquad \frac{de}{dr_s}=0\;\Rightarrow\; r_s=\frac{2A}C,\qquad e_{\min}=-\frac{C^2}{4A}R.$$

This is $-0.704R=-1.87$ meV, at $8.0\times10^{16}$ cm$^{-3}$.

A simple bound on the exciton settles the question. In a spherical trial state the angular average of $P_h$ is $\tfrac12$, so the mean kinetic energy is $\langle p^2\rangle/2\mu$. The hydrogenic choice then gives $-R=-2.66$ meV, and the true exciton lies no higher. Kinetic plus exchange energy therefore does not bind the liquid below the exciton in this model; correlation is essential.

### 3. Equilibrium with correlation

The Vashishta-Kalia functional is a published fit to exchange-correlation energies of electron-hole liquids, taken to depend on $r_s$ but not on the band structure:

$$\frac{e_{xc}}R=\frac{N}{D},\quad N=-4.8316-5.0879\,r_s,\quad D=0.0152+3.0426\,r_s+r_s^2.$$

It replaces the whole exchange-correlation energy, so the exchange of part 2 must not be added to it. Setting the derivative of $A/r_s^2+N/D$ to zero gives

$$-\frac{2A}{r_s^3}+\frac{-5.0879\,D-N(3.0426+2r_s)}{D^2}=0.$$

Numerical minimisation yields $r_s=0.571$. There $N=-7.737$ and $D=2.079$, so

$$\frac eR=\frac{0.470}{0.571^2}-\frac{7.737}{2.079}=1.441-3.722=-2.281.$$

In meV this is $3.83-9.90=-6.07$. The pair radius is $r_sa=10.07$ nm, and

$$n_0=\frac3{4\pi(10.07\ \text{nm})^3}=2.3\times10^{17}\ \text{cm}^{-3}=2.3\times10^{23}\ \text{m}^{-3}.$$

The energy rises on both sides, to $-5.77$ meV at $r_s=0.45$ and $-5.82$ meV at $r_s=0.75$. Compression costs kinetic energy; dilution loses exchange and correlation energy.

The pressure $n^2\,de/dn$ vanishes at the minimum. Consequently the energy needed to add a pair, $d(ne)/dn=e+n\,de/dn$, equals $e$. For the kinetic part, $t\propto n^{2/3}$ gives $d(nt)/dn=\tfrac53t=E_{Fe}+E_{Fh}$. For the rest, $n\,d/dn=-(r_s/3)\,d/dr_s$ gives

$$\frac{d(ne_{xc})}{dn}=e_{xc}-\frac{r_s}3\frac{de_{xc}}{dr_s}=-12.45\ \text{meV}.$$

With $E_{Fe}=2.50$ and $E_{Fh}=3.88$ meV the sum is $-6.07$ meV, as it must be. Zero temperature is a fair idealisation only up to about 2 K, far below $E_{Fe}/k_B=29$ K, because the liquid is soft. With the thermal kinetic energy of free Fermi gases and the same functional, the density is about a sixth lower at 4.2 K, and the liquid ceases to exist near 8 K.

The fit fails in both extremes. As $r_s\to0$ it stays finite, whereas true exchange diverges as $-C/r_s$. As $r_s\to\infty$ it tends to zero, whereas a dilute system can form excitons and reach their energy. It is used here only at intermediate density.

### 4. An independent correlation energy

Multiply the interaction by $\lambda$, keep the density fixed, and integrate the interaction energy from $\lambda=0$ to 1. Let $\Pi_\lambda(q,i\omega)>0$ be the charge response per volume at imaginary frequency. A transition of energy $E$ contributes to it in proportion to $2E/(E^2+\hbar^2\omega^2)$, whose integral over $\hbar\,d\omega/2\pi$ is 1. That integral of $\Pi_\lambda$ is thus the mean-square charge fluctuation per volume, in units of $e^2$. Its value at $\lambda=0$ belongs to exchange and is subtracted:

$$ne_c=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int_0^1\!d\lambda\int_{-\infty}^{\infty}\!\frac{\hbar\,d\omega}{2\pi}\,v_q(\Pi_\lambda-\Pi),\qquad v_q=\frac{4\pi e^2}{\kappa q^2}.$$

In the random-phase approximation (RPA) each particle responds as if free to the total potential, so $\Pi_\lambda=\Pi/(1+\lambda v_q\Pi)$. The $\lambda$ integral is then a logarithm:

$$e_c=\frac1{2n}\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{\hbar\,d\omega}{2\pi}\left[\ln(1+v_q\Pi)-v_q\Pi\right].$$

Electron and hole responses add in $\Pi$, since each contains the square of its charge. For the holes

$$\Pi_h=\sum_{ss'}\int\!\frac{d^3k}{(2\pi)^3}\,f_s(\mathbf k)\,F_{ss'}\frac{2\Delta}{\Delta^2+\hbar^2\omega^2},\qquad \Delta=E_{s'}(\mathbf k+\mathbf q)-E_s(\mathbf k),$$

where $f_s$ is the occupation. Transitions into occupied states need no explicit exclusion: $\Delta$ changes sign when the two states are exchanged, so such terms cancel in pairs. Each valley has the same expression with one band and $F=2$, evaluated at the rescaled momentum $q_i'=\sqrt{m_{de}/m_i}\,q_i$. Its closed form is the Lindhard function. The four valleys are summed before the logarithm is taken, and the result is averaged over directions of $\mathbf q$. The remaining integrals are done by Gauss-Legendre quadrature.

At $r_s=0.571$ this gives $e_c=-5.05$ meV. Exchange from part 2 is $-1.150R/0.571=-5.36$ meV. Their sum, $-10.40$ meV, is 5% larger in magnitude than the functional's $-9.90$ meV. Minimising kinetic, exchange and RPA energy together gives $2.8\times10^{17}$ cm$^{-3}$ and $-6.59$ meV.

The two treatments thus differ by about 0.5 meV in energy and 19% in density, relative to the functional's density. The RPA leaves out exchange in the scattering of particles; that this omission explains its stronger binding is a conjecture here. The difference indicates the size of the uncertainty but does not bound it.

### 5. Exciton and binding

An exciton uses one valley. At zero total momentum, measured from the valley bottom, the electron has momentum $\mathbf p$ and the hole $-\mathbf p$. With $z$ along the valley axis,

$$H=\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l}+\frac{p^2}2\left[\frac{P_h(\hat{\mathbf p})}{m_h}+\frac{P_{lh}(\hat{\mathbf p})}{m_{lh}}\right]-\frac{e^2}{\kappa r}.$$

The projectors are even in momentum, so the hole's minus sign drops out. Rotations about $z$ conserve $M$, the sum of orbital and hole-spin projections. The electron spin only doubles the levels.

Expand the state in $r^le^{-\alpha r^2}Y_{lm}\chi_s$, with even $l\le12$, $m+s=M$, and fifteen exponents starting at $0.02/a^2$ and doubling each time. The Fourier transform of such a function is proportional to $p^le^{-p^2/4\alpha}Y_{lm}(\hat{\mathbf p})$, with $p$ here in units of $\hbar$. The kinetic integrals are therefore easy in momentum space and the Coulomb integrals in position space. Diagonalisation with the overlap matrix gives

$$E(|M|=\tfrac32)=-4.19\ \text{meV},\qquad E(|M|=\tfrac12)=-3.26\ \text{meV}.$$

The order can be understood from trial states with a single spin component. The heavy-hole weight at momentum angle $\theta$ is $\tfrac14(1+3\cos^2\theta)$ for $s=\pm\tfrac32$ and $\tfrac34\sin^2\theta$ for $s=\pm\tfrac12$. Inserted in $H$, either weight gives the kinetic energy of an ellipsoidal band. For $s=\pm\tfrac32$ the inverse reduced mass, in units of $1/m_0$, is $1/m_l+1/m_h=3.5$ along $z$ and $1/m_t+\tfrac14/m_h+\tfrac34/m_{lh}=30.8$ across it. For $s=\pm\tfrac12$ it is $1/m_l+1/m_{lh}=24.4$ along $z$ and $1/m_t+\tfrac34/m_h+\tfrac14/m_{lh}=20.3$ across it. The average over the three axes is the same, so a spherical hydrogenic state gives $-R$ in both cases. Stretching the momentum distribution along the heavier direction lowers the energy further. For $s=\pm\tfrac32$ electron and hole are both heavy along $z$, and the gain is large. For $s=\pm\tfrac12$ the hole is light along $z$, which nearly cancels the electron's anisotropy, and the gain is small. The best single-component states lie at $-3.36$ and $-2.67$ meV. They account for the order and for about three quarters of the splitting; mixing of the spin components lowers the two levels by a further 0.8 and 0.6 meV.

The liquid is bound relative to free excitons by

$$W=E_{\rm exciton}-e_{\min}=-4.19+6.07=1.9\ \text{meV per pair}.$$

The RPA liquid gives 2.4 meV. Both margins are well above the 0.5 meV difference between the treatments. Comparison with $-R$ would have given 3.4 meV, an overestimate caused by ignoring the exciton's anisotropy and band mixing.

Two limits on this conclusion remain. A lower exciton state at nonzero total momentum would reduce $W$; none was sought. Excitons may also pair into molecules, and the liquid is favoured over a molecular gas only if that pairing gains less than $W$ per exciton.

**One valley.** If all electrons occupy one valley, $4^{-2/3}$ is replaced by 1 and $A$ rises to $2.210\times0.0461\times(4.550+2.803)=0.749$. In this model the exciton is unchanged. In a real crystal one valley is selected by uniaxial stress, which also splits the hole bands and alters both exciton and liquid, so what follows isolates the effect of valley number and does not describe stressed germanium. With the same functional the minimum moves to $6.8\times10^{16}$ cm$^{-3}$ and $-4.57$ meV, leaving $W=0.4$ meV. Exchange plus RPA for one valley gives $1.0\times10^{17}$ cm$^{-3}$, $-5.17$ meV and $W=1.0$ meV. Both treatments leave the liquid bound, but they differ by 0.6 meV, more than the functional's margin, so binding with one valley is indicated rather than established. Valley degeneracy provides most of the binding in this calculation, by lowering the electron kinetic energy.

**Dielectric constant.** At fixed masses, $A$, the functional and the exciton energy in units of $R$ do not contain $\kappa$. Hence $n_0\propto a^{-3}\propto\kappa^{-3}$ and $W\propto R\propto\kappa^{-2}$. Changing $\kappa$ rescales the liquid but cannot change the sign of $W$ in this model.

### 6. Consequences for recombination

Let a drop contain $N$ pairs, with surface energy, evaporation and capture neglected. Suppose a pair recombines at the rate $w(n)=w_1+Bn+\Gamma n^2$, for one-particle, radiative and Auger processes. If mechanical equilibrium is restored faster than pairs are lost, the density stays at $n_0$ and the volume shrinks instead. Then

$$\frac{dN}{dt}=-w(n_0)N,\qquad N(t)=N(0)e^{-w(n_0)t}.$$

The decay is exponential even when Auger recombination dominates. The drop radius varies as $N^{1/3}$ and decays at the rate $w(n_0)/3$. In a uniform plasma free to dilute, by contrast, $w$ falls as $n$ falls, and the decay is not exponential until the one-particle rate $w_1$ dominates.

The emitted spectrum also carries the equilibrium values. If interactions shift the bands rigidly, removable pairs have energies spread over $E_{Fe}+E_{Fh}=6.4$ meV. The upper edge is the pair chemical potential, which equals $e_{\min}$. It therefore lies $W=1.9$ meV below the energy of an exciton at rest, when both recombine with emission of the same phonon.
